Band gap change of carbon nanotubes under stretch and twist

**1. What symmetry fixes**

The low-energy states of a graphene sheet lie near the corner K of its Brillouin zone, where the energy is proportional to the distance from a Dirac point. A small uniform strain can move this point by a vector Q. Here k is measured by the phase per lattice translation, so a mere rescaling of the lattice does not count as a shift. Strain is dimensionless and the bond length a is the only length in the sheet, so Q is of order strain/a. The energy slope is of order ta, with t the hopping energy. The energy scale of the effect is therefore t times strain, with no factor of tube radius.

Let the lattice vector a1 lie along x. Under a rotation by α, Q_x + iQ_y gains the factor exp(iα), while the strain combination D − iε_xy, with D = (ε_xx − ε_yy)/2, gains exp(−2iα). For the lattice rotation α = 120° the two factors are equal. Isotropic strain gains no factor and cannot contribute, nor can D + iε_xy. Hence

Q_x + iQ_y = (b/a)(D − iε_xy).

The mirror y → −y maps K to itself and reverses Q_y and ε_xy, so b is real.

A tube selects the component of Q along its circumference. Turning the axes by the chiral angle θ gives one factor of θ from the vector and two from the strain, so the answer contains cos 3θ and sin 3θ. The number b and the signs remain to be found.

**2. Model and result**

The tube (n,m), n ≥ m ≥ 0, has circumference vector C = n a1 + m a2 and radius R = |C|/2π. Vector a2 lies 60° counterclockwise from a1, and θ is the angle from a1 to C: 0 for zigzag tubes (n,0), 30° for armchair tubes (n,n). The axis z is counterclockwise from the circumferential direction c. Write

n − m = 3q₀ + p,  p = 0, +1 or −1.

One π orbital per atom couples to its three neighbours with strength t(r) = t(a/r)^β. Overlap, curvature and electron interaction are left out, and atoms follow the uniform strain. The axial strain is ε, the circumferential strain is −νε, and twist displaces atoms by u_c = γz, so γ = R dφ/dz for twist angle φ. Define

B = (1+ν)ε cos 3θ + γ sin 3θ.

To first order in strain and leading order in a/R, the gap is

E_g = |p ta/R + (3β/2)tB|.  (1)

For β = 2 the coefficient is 3t. Tubes with p = ±1 then change their gap by 3ptB, as long as the gap has not closed and no other subband has become lowest. Tubes with p = 0 start gapless and open a gap 3t|B|, whatever the sign of B. Reversing the twist reverses γ. For the mirror-image tube at the same twist, the sign of the sin 3θ term is reversed.

**3. The unstrained cone and the allowed lines**

The bonds δ_j from an A atom to its B neighbours have length a and angles φ_j = 30°, 150°, 270°. The energies are E = ±|f|, with

f(k) = Σ_j t_j exp(ik·δ_j).

At K = (4π/(3√3 a), 0) the phases K·δ_j are 120°, −120° and 0°, which equal φ_j + 90° up to full turns. Thus exp(iK·δ_j) = i exp(iφ_j). Set k = K + q and expand to first order in q:

f = t Σ_j i exp(iφ_j) · ia(q_x cos φ_j + q_y sin φ_j).

The zeroth-order term vanishes because Σ exp(iφ_j) = 0. Since Σ exp(2iφ_j) = 0 as well,

Σ exp(iφ_j) cos φ_j = 3/2,  Σ exp(iφ_j) sin φ_j = 3i/2.

With i·i = −1,

f = −(3ta/2)(q_x + iq_y).  (2)

A wave on the tube must return to itself after the lattice translation C, so k·C = 2πl with integer l. This condition concerns atom labels. If k is kept as the phase per undeformed lattice translation, strain does not move the allowed lines; it enters through the three t_j alone. Adding a separate geometric shift of the lines would count the deformation twice.

From K·a1 = 4π/3 and K·a2 = 2π/3,

K·C = 2π(2n+m)/3 = 2πn − 2π(n−m)/3 = 2π(n−q₀) − 2πp/3.

Subtracting this from 2πl and dividing by |C| = 2πR gives

q_c = (l' + p/3)/R,  l' integer.  (3)

The line l' = 0 is nearest to K. The unstrained gap, 2|f| at q_z = 0, is |p|ta/R.

**4. The strain term**

To first order, bond j has length a(1+s_j), with

s_j = (ε_xx+ε_yy)/2 + D cos 2φ_j + ε_xy sin 2φ_j.

The power law gives δt_j = −βt s_j. At K the isotropic part multiplies Σ i exp(iφ_j) = 0. For the rest, exp(3iφ_j) = i for every bond, so

Σ i exp(iφ_j) cos 2φ_j = (i/2) Σ [exp(3iφ_j) + exp(−iφ_j)] = (i/2)(3i) = −3/2,

Σ i exp(iφ_j) sin 2φ_j = (1/2) Σ [exp(3iφ_j) − exp(−iφ_j)] = 3i/2.

Therefore

δf = −βt[−3D/2 + 3iε_xy/2] = (3βt/2)(D − iε_xy).

Adding (2),

f = −(3ta/2)[q_x + iq_y − (β/a)(D − iε_xy)].  (4)

This has the form required by symmetry, with b = β.

Now turn to the tube axes. The vector obeys q_x + iq_y = exp(iθ)(q_c + iq_z). The strain obeys D − iε_xy = exp(−2iθ)(D' − iε_cz), where

D' = (ε_cc − ε_zz)/2 = −(1+ν)ε/2,  ε_cz = γ/2.

The half in ε_cz arises because u_c = γz is half shear strain and half rotation, and the rotation changes no bond length to first order. Taking exp(iθ) outside the bracket,

f = −(3ta/2) exp(iθ)[q_c + iq_z − (β/a) exp(−3iθ)(D' − iγ/2)].

The real part of exp(−3iθ)(D' − iγ/2) is D' cos 3θ − (γ/2) sin 3θ = −B/2. The imaginary part is G/2, with G = (1+ν)ε sin 3θ − γ cos 3θ. Hence

|f| = (3ta/2) √{[q_c + βB/(2a)]² + [q_z − βG/(2a)]²}.

The axial wavenumber q_z is continuous, so the gap edge lies where the second square vanishes. Inserting (3) in 2|f| gives

E_g = min over l' of |(3l'+p)ta/R + (3β/2)tB|.  (5)

The term l' = 0 is equation (1). The opposite valley gives the same gap: real hoppings imply f(−k) = f(k)*, and −k lies on an allowed line whenever k does.

**5. Limits and range of strain**

In a zigzag tube B = (1+ν)ε, so twist has no first-order effect. In an armchair tube B = γ. Stretch then opens no gap, and twist opens 3t|γ| for β = 2. Twist also gaps chiral tubes with p = 0; what distinguishes armchair tubes is that stretch does not. In a chiral tube with p = 0 the two deformations cancel to first order when

γ = −(1+ν)ε cot 3θ.

The armchair result under stretch extends to finite strain. One bond lies along c, with hopping t₁. The other two lie at ±120° from c and keep a common hopping t'. On the allowed line through K, k_c = 2π/(3a), so

f = exp(2πi/3)[t₁ − 2t' cos(√3 k_z a/2)].

This vanishes at some k_z as long as t₁ ≤ 2t'. Twist makes the two slanted hoppings unequal and removes the protection.

For p = ±1, (5) also gives the end of the linear law. If pB > 0, the gap grows until the next line is equally close to the Dirac point. For p = +1 the lines start at 1/(3R) and −2/(3R), so they are level after a shift of 1/(6R), where the gap is 3/2 of its unstrained value. If pB < 0, the gap closes after a shift of 1/(3R) and then reopens. For β = 2,

turnover: |B| = a/(6R),  closing: |B| = a/(3R).

**6. Zigzag tubes beyond first order**

The zigzag case can be solved without expanding in strain or a/R. Under stretch the axial bond has hopping t_z and the two slanted bonds t_i. On the line l' = 0 the slanted bonds combine to 2t_i cos(2π/3 + η), with η = πp/(3n). The relative phase of this term and the axial one is free through k_z, so

E_g = 2|t_z − g t_i|,  g = cos η + √3 sin η.  (6)

Without strain the gap is 2t|1−g|. Expanding, g − 1 = √3 η − η²/2 + …, so the next term lowers the gap for p = +1 and raises it for p = −1. For β = 2 the hopping ratio is

t_z/t_i = 1/4 + (3/4)[(1−νε)/(1+ε)]².

Its initial slope is −(3/2)(1+ν), but the curve is convex and stays above its tangent. For p = −1 the gap closes at t_z/t_i = g. Both the convexity and the −η²/2 term delay closing relative to the linear estimate.

Turnover for p = +1 requires equal gaps on the lines l' = 0 and −1. Line −1 has η replaced by −2η, so the condition is

t_z/t_i = [cos η + √3 sin η + cos 2η − √3 sin 2η]/2 = 1 − √3 η/2 − 5η²/4 + ….

The second-order term again moves the crossing to larger stretch.

Twist exchanges the roles of the two slanted bonds when its sign is reversed. The gap of a zigzag tube is therefore even in γ, and its change starts at second order.

**7. Worked numbers**

Take t = 2.7 eV, a = 0.142 nm, ν = 0.2 and β = 2. A 1% stretch gives the scale 3 × 2.7 eV × 1.2 × 0.01 = 97.2 meV; a 1% twist gives 3 × 2.7 eV × 0.01 = 81.0 meV.

The (16,0) tube has p = +1 and diameter 1.253 nm. Its leading-order gap is

2.7 eV × 0.142/0.6265 = 0.612 eV,

against 0.600 eV from the full tight-binding model. Stretching by 1% adds 97.2 meV by formula and 94.3 meV in tight binding. The (17,0) tube has p = −1, and its gap falls by 97.2 and 96.7 meV respectively. Two tubes whose diameters differ by less than 0.1 nm thus respond with opposite signs. Twist of 1% changes their gaps by 1.3 and −1.5 meV, the second-order effect of section 6.

For the (12,6) tube p = 0 and 3θ = 57.3°. The formula gives 97.2 × 0.540 = 52.5 meV for stretch and 81.0 × 0.842 = 68.2 meV for twist; tight binding gives 51.7 and 68.9 meV. The cancelling ratio γ/ε is −0.770. The (10,10) tube remains gapless under stretch and opens 81.0 meV under 1% twist, which corresponds to 0.845 degrees per nm.

The linear formula puts the (16,0) turnover at 3.15% stretch and the (17,0) closing at 5.93%. Tight binding, scanned in steps of 0.05%, puts them at 3.65% and 6.70%, later as section 6 predicts. Equation (5) should not be used to locate these points closely in tubes this narrow.

**8. Atomic relaxation**

Uniform strain does not fix the relative displacement u of the two sublattices. Let U = (u_x+iu_y)/a and S = D − iε_xy. The displacement adds (u·δ_j)/a² to s_j, and the sums of section 3 turn the strain term into

δf = (3βt/2)(S − iU).

Give each bond the energy k_s a² s_j²/2 and each change Δ of a bond angle the energy k_b a² Δ²/2. Let r_j be the rotation of bond j. The r_j sum to zero, so the squared differences over the three pairs sum to 3Σr_j². Angles occur at both sublattices, and the total energy per cell is

W = a²[(k_s/2)Σs_j² + 3k_b Σr_j²].

The derivative of s_j with respect to U is the bond direction exp(iφ_j); that of r_j is the perpendicular i exp(iφ_j). Equilibrium therefore requires

k_s Σ s_j exp(iφ_j) + 6k_b Σ r_j i exp(iφ_j) = 0.

The first sum is (3/2)(U + iS). In the second, r_j = −D sin 2φ_j + ε_xy cos 2φ_j plus the perpendicular component of U, and the sum is (3/2)(U − iS). Thus

k_s(U + iS) + 6k_b(U − iS) = 0,

U = −iS(k_s − 6k_b)/(k_s + 6k_b),

S − iU = S · 12κ/(1+6κ),  κ = k_b/k_s.

With bond springs alone, κ = 0, the sublattices move until the gap effect vanishes. For a rough κ = 0.07 the retained fraction is 0.84/1.42 = 0.592. In the strain term β is then replaced by 0.592β: 1.18 for β = 2, or 1.77 for β = 3. The coefficient 3t corresponds to an effective β of 2, not to a universal constant.

**9. Use for real tubes**

The chosen diameters and percent-level strains are in the range of suspended-tube devices, and the parameters are rough typical values. Stretches of 3 to 7%, where turnover and closing occur here, are large for a device. The assumption of affine bond motion fails in real tubes: with the spring ratio above and β = 2, the stretch scale drops from 97 to about 58 meV per percent, while β = 3 gives about 86 meV. Both values keep ν = 0.2; the springs themselves imply ν = 0.26, which would raise them by about 5%.

Curvature tilts neighbouring orbitals. An estimate with tilted π orbitals alone and a rough σ coupling of 6 eV opens 12 meV in unstrained (12,6) and shifts the (16,0) and (17,0) gaps by 24 and −17 meV. Only the order of magnitude, tens of meV, should be taken from this. In this estimate the shifts vanish near a σ coupling of 4.5 eV and change sign below it, and mixing with s and in-plane p orbitals, left out here, does reverse them in a four-orbital tight-binding model with the same π and σ couplings and typical s parameters: the shifts become roughly −40 to −50 meV for (16,0) and +15 to +25 meV for (17,0), and the p = 0 offset also changes sign. The signs of the π-only estimate should not be used. For p = 0 this offset belongs inside the absolute value of (1), with its sign, and must not be added to the strain gap afterwards. The armchair argument of section 5 survives, since curvature keeps the two slanted hoppings equal. Electron interaction has a scale of 0.29 eV at the (16,0) diameter for an effective dielectric constant of 4. That is comparable with the gap itself, so (1) gives single-particle gap changes, not optical transition energies.

At 300 K the thermal energy is 25.85 meV. If conduction is thermally activated with the Fermi level at midgap and an unchanged prefactor, 1% stretch multiplies it by exp(−ΔE_g/2kT), where ΔE_g is the gap change. The unrelaxed tight-binding changes of section 7 give 0.16 for (16,0) and 6.5 for (17,0); the smaller gap changes after relaxation bring both factors closer to 1.

**10. Implementation**

For small strain, compute p as ((n−m+1) mod 3) − 1 with a non-negative remainder, then evaluate (5) over several l'. For finite strain, compute the three deformed bond lengths and hoppings, keep the undeformed phases k·δ_j, and minimize 2|f| over k_z on the lines near K. For the five tubes in the numerical output, at 1% stretch combined with 0.5% twist, this agrees with diagonalization of the full tube cell to rounding error. That agreement checks the band calculation, not the physical model.

The first-order slopes for p = ±1 were also compared with (1) at increasing radius, for stretch and twist and for β = 2 and 3. The tubes compared were (4s+1,s) and (4s+2,s), with θ near 11°. Their largest error, relative to 3βt/2, falls from 0.0146 at R = 5.3a to 5.6a to 0.0015 near 51a and 0.0001 near 506a, consistent with a correction of order a/R. The prefactor depends on θ: near armchair the error is about 0.025 at R = 5.3a and 0.0026 at 51a.

Numbers as computed

```
hopping t = 2.7 eV, bond a = 0.142 nm, Poisson ratio = 0.2
stretch or twist applied = 1.0 %
3t(1+nu) per 1% stretch = 97.2 meV
3t per 1% twist = 81.0 meV
(16, 0): diameter 1.253 nm, theta 0.00 deg, p = 1
  unstrained gap: formula 0.612, tight binding 0.600 eV
  stretch change: formula 97.2, tight binding 94.3 meV
  twist change: formula 0.0, tight binding 1.3 meV
(17, 0): diameter 1.331 nm, theta 0.00 deg, p = -1
  unstrained gap: formula 0.576, tight binding 0.586 eV
  stretch change: formula -97.2, tight binding -96.7 meV
  twist change: formula 0.0, tight binding -1.5 meV
(12, 4): diameter 1.129 nm, theta 13.90 deg, p = -1
  unstrained gap: formula 0.679, tight binding 0.689 eV
  stretch change: formula -72.6, tight binding -70.8 meV
  twist change: formula -53.9, tight binding -56.9 meV
(12, 6): diameter 1.243 nm, theta 19.11 deg, p = 0
  unstrained gap: formula 0.000, tight binding 0.000 eV
  stretch change: formula 52.5, tight binding 51.7 meV
  twist change: formula 68.2, tight binding 68.9 meV
(10, 10): diameter 1.356 nm, theta 30.00 deg, p = 0
  unstrained gap: formula 0.000, tight binding 0.000 eV
  stretch change: formula 0.0, tight binding 0.0 meV
  twist change: formula 81.0, tight binding 81.0 meV
diagonalization vs zone folding, largest gap = 3.2e-15 eV
(16,0) gap shift, 24 to 48 k intervals = 0.0e+00 eV
slope error / (3 beta t/2), R = 5.3 a: 0.0146
slope error / (3 beta t/2), R = 50.8 a: 0.0015
slope error / (3 beta t/2), R = 505.6 a: 0.0001
(10,10) largest gap, stretch to 5% = 3.8e-09 eV
(12,6) cancelling twist/stretch ratio = -0.770
(10,10) twist rate for 1% shear = 0.845 deg/nm
(16, 0) turnover stretch: formula 3.15, tight binding 3.65 %
(17, 0) closing stretch: formula 5.93, tight binding 6.70 %
spring ratio = 0.07, retained fraction = 0.592
effective beta after relaxation: 1.18 from 2, 1.77 from 3
(12,6) curvature gap estimate = 12.2 meV
(16, 0) curvature gap shift estimate = 23.9 meV
(17, 0) curvature gap shift estimate = -17.0 meV
Coulomb scale at (16,0) diameter, constant 4 = 0.29 eV
thermal energy at 300 K = 25.85 meV
(16, 0) activation factor exp(-change/2kT), 1% stretch = 0.162
(17, 0) activation factor exp(-change/2kT), 1% stretch = 6.485
```
